\section*{Coherency strain and interdiffusion in an ideal binary alloy}

\section*{Problem}

A crystalline binary alloy has a weak composition wave along the $z$ axis,
\begin{equation}
c(z,t)=c_0+\delta(z,t),\qquad \delta=A(t)\sin qz ,
\end{equation}
where $c$ is the atomic fraction of solute. Its lattice planes remain continuous, so the wave is coherent. The alloy mixes ideally, and its data are
\[
c_0=0.5,\quad T=1000\ \mathrm{K},\quad \eta=0.04,\quad
Y=140\ \mathrm{GPa},\quad \Omega=0.021\ \mathrm{nm^3}.
\]
Here $\eta=d\ln a/dc$ is the compositional expansion coefficient, $a$ the stress-free lattice parameter, $Y$ the biaxial modulus and $\Omega$ the volume per atom. Take $\eta$, $Y$ and $\Omega$ as constants and use linear isotropic elasticity.

\begin{enumerate}
\item Find the elastic energy density of the wave in a film that is held flat. Does a substrate of another lattice parameter change its curvature with respect to $c$?
\item Find the ratio of the interdiffusion coefficient $D_{\rm coh}$ of the coherent alloy to the coefficient $D_{\rm inc}$ without coherency stress, at equal composition and atomic mobility. Evaluate it.
\item Obtain the same ratio from atoms that exchange places between neighbouring planes.
\item Determine how bending, a nonzero mixing energy, elastic anisotropy, mean film stress and dislocations limit the result.
\end{enumerate}

\section*{Solution}

\subsection*{1. Elastic energy}

Let strains be measured from the stress-free crystal of composition $c_0$. A layer of composition $c_0+\delta$ would, if free, have the strain $\eta\delta$ in all three directions. Coherence gives all layers of a flat film the same total in-plane strain $e$. The elastic part of the in-plane strain is therefore
\begin{equation}
\varepsilon=e-\eta\delta .
\end{equation}
No load acts on the film surface, and force balance along $z$ requires $d\sigma_{zz}/dz=0$, so $\sigma_{zz}=0$ throughout. With $\sigma_{xx}=\sigma_{yy}=\sigma$, Hooke's law gives
\begin{equation}
\varepsilon=\frac{\sigma-\nu\sigma}{E},\qquad
\sigma=Y\varepsilon,\qquad Y=\frac{E}{1-\nu},
\end{equation}
where $E$ is Young's modulus and $\nu$ Poisson's ratio. The two in-plane directions contribute equally to the energy density:
\begin{equation}
w=\tfrac12(\sigma_{xx}\varepsilon+\sigma_{yy}\varepsilon)
=Y(e-\eta\delta)^2 .
\end{equation}

If the film is free to choose its uniform in-plane strain, $e$ minimises the average of $w$. Setting the derivative to zero gives $2Y(e-\eta\langle\delta\rangle)=0$. Since $\langle\delta\rangle=0$ over whole periods, $e=0$ and
\begin{equation}
w=Y\eta^2\delta^2 .
\label{eq:w}
\end{equation}
If a thick substrate fixes $e$ instead, then
\begin{equation}
w=Ye^2-2Ye\eta\delta+Y\eta^2\delta^2 .
\end{equation}
The first new term is constant and the second is linear in composition. Neither affects the curvature:
\begin{equation}
\frac{\partial^2w}{\partial c^2}=2\eta^2Y .
\label{eq:curv}
\end{equation}
The linear term shifts the exchange potential by the same amount everywhere and drives no flux. With constant $\eta$ and $Y$, mean misfit thus adds stress without changing the thermodynamic effect sought here. The wavelength is also absent from (\ref{eq:w}): a long wave and a short wave of equal amplitude store the same energy per volume. This is a continuum result and needs many planes per wavelength. In a bond-spring (Keating) model of the diamond lattice it holds to 0.2 percent for 72 planes, but the energy is about 16 percent lower for 8.

\subsection*{2. The diffusion coefficient}

For $N$ sites, of which $Nc$ hold solute, the number of arrangements is $N!/[(Nc)!(N-Nc)!]$. Stirling's formula gives the ideal mixing free energy per atom,
\begin{equation}
f=k_BT\left[c\ln c+(1-c)\ln(1-c)\right].
\end{equation}
Two differentiations yield
\begin{align}
f'&=k_BT\ln\frac{c}{1-c},\\
f''&=k_BT\left(\frac1c+\frac1{1-c}\right)
=\frac{k_BT}{c(1-c)} .
\end{align}

The exchange potential $\mu$ is the free-energy change when a solvent atom is replaced by a solute atom. In the flat free film it is
\begin{equation}
\mu=f'(c)+\Omega\frac{\partial w}{\partial c}
=f'(c)+2\eta^2Y\Omega(c-c_0).
\end{equation}
Let $J$ be the number of solute atoms crossing unit area per unit time, and let $M$ be the mobility in
\begin{equation}
J=-\frac{M}{\Omega}\frac{\partial\mu}{\partial z}
=-\frac{M}{\Omega}\left(f''+2\eta^2Y\Omega\right)
\frac{\partial c}{\partial z}.
\end{equation}
Solute is conserved and has number density $c/\Omega$, so $\partial c/\partial t=-\Omega\,\partial J/\partial z$. The interdiffusion coefficient multiplies $-(1/\Omega)\partial c/\partial z$ in the flux. Without coherency stress it is $D_{\rm inc}=Mf''$; with it, $D_{\rm coh}=M(f''+2\eta^2Y\Omega)$. At equal $M$,
\begin{equation}
\frac{D_{\rm coh}}{D_{\rm inc}}=1+R,\qquad
R=\frac{2\eta^2Y\Omega\,c_0(1-c_0)}{k_BT}.
\label{eq:R}
\end{equation}

Both coefficients may depend on composition. For a weak wave, however, $\partial c/\partial z$ is already of first order in $A$, so they can be evaluated at $c_0$. Then
\begin{equation}
\frac{\partial\delta}{\partial t}
=D_{\rm coh}\frac{\partial^2\delta}{\partial z^2},
\qquad \frac{dA}{dt}=-D_{\rm coh}q^2A .
\end{equation}
The stress speeds the decay because flattening the wave lowers both the mixing free energy and the elastic energy. The sign of $\eta$ does not matter: a large solute and a small one have the same effect in this model.

For the given alloy,
\begin{align}
2\eta^2Y&=2(0.04)^2(140\ \mathrm{GPa})=0.448\ \mathrm{GPa},\\
2\eta^2Y\Omega&=(0.448\ \mathrm{GPa})(0.021\ \mathrm{nm^3})
=0.0587\ \mathrm{eV},\\
f''&=4k_BT=4(0.08617\ \mathrm{eV})=0.3447\ \mathrm{eV}.
\end{align}
The enhancement is
\begin{equation}
R=\frac{0.0587}{0.3447}=0.170,
\qquad D_{\rm coh}=1.17\,D_{\rm inc}.
\end{equation}
Coherency therefore raises the interdiffusion coefficient by 17 percent at fixed mobility.

If 140 GPa were Young's modulus, a rough $\nu=0.27$ would give $Y=140/0.73=192$ GPa and $R=23$ percent. The kind of modulus must therefore be stated.

\paragraph{Limits.} At fixed material constants $R$ varies as $1/T$. It vanishes as $c_0\to0$ or $c_0\to1$, because the ideal free-energy curvature diverges there while the elastic curvature stays finite. At $c_0=0.3$ the factor $c_0(1-c_0)$ is 0.21 instead of 0.25, and $R$ falls to $17.04\times0.84=14.3$ percent.

\paragraph{Decay time.} In a diamond-cubic crystal the cell holds eight atoms, so $a=(8\Omega)^{1/3}$ and the spacing of (001) planes is $d=a/4=0.138$ nm. A wave of 72 planes has wavelength $\lambda=9.93$ nm. For a trial value $D_{\rm inc}=10^{-18}\ \mathrm{cm^2/s}$, the time for its amplitude to fall by a factor $e$ is
\begin{equation}
\tau_{\rm inc}=\frac{1}{D_{\rm inc}q^2}
=\frac{\lambda^2}{4\pi^2D_{\rm inc}}=6.94\ \mathrm{h}.
\end{equation}
With coherency stress it is $6.94/1.170=5.93$ h. A 17 percent rise in the coefficient shortens the time by about 15 percent, since the time varies as $1/(1+R)$.

\subsection*{3. The same ratio from atomic exchanges}

Let plane $i$ have $N$ sites and solute fraction $c_i$. Atoms within each plane are taken to be randomly mixed. The elastic energy of the stack is
\begin{equation}
U=N\Omega Y\eta^2\sum_i(c_i-c_0)^2 .
\end{equation}
Moving one solute atom from plane $i$ to $i+1$, in exchange for a solvent atom, changes the fractions by $-1/N$ and $+1/N$. The energy change is
\begin{align}
\Delta_i&=N\Omega Y\eta^2\left[
-\frac{2(c_i-c_0)}N+\frac{2(c_{i+1}-c_0)}N+\frac2{N^2}\right]\nonumber\\
&\longrightarrow 2\Omega Y\eta^2(c_{i+1}-c_i)
\qquad(N\to\infty).
\end{align}
Let $\Gamma$ be the exchange rate without stress. Detailed balance fixes the ratio of the forward and reverse rate factors at $e^{-\Delta_i/k_BT}$. A choice that satisfies it gives the net solute flow per site
\begin{equation}
j_i=\Gamma\left[c_i(1-c_{i+1})e^{-\theta\Delta_i/k_BT}
-c_{i+1}(1-c_i)e^{(1-\theta)\Delta_i/k_BT}\right],
\end{equation}
where $\theta$ divides the energy change between the two barriers. To first order in the wave, the exponentials are $1-\theta\Delta_i/k_BT$ and $1+(1-\theta)\Delta_i/k_BT$. The composition products without $\Delta_i$ combine as
\begin{equation}
c_i(1-c_{i+1})-c_{i+1}(1-c_i)=c_i-c_{i+1}.
\end{equation}
In the terms with $\Delta_i$, already of first order, each product may be replaced by $c_0(1-c_0)$. Hence
\begin{align}
j_i&=\Gamma\left[c_i-c_{i+1}
-c_0(1-c_0)\frac{\Delta_i}{k_BT}\{\theta+(1-\theta)\}\right]\nonumber\\
&=\Gamma(1+R)(c_i-c_{i+1}).
\end{align}
The division $\theta$ has dropped out. Conservation, $dc_i/dt=j_{i-1}-j_i$, then gives
\begin{equation}
\frac{d\delta_i}{dt}=\Gamma(1+R)
(\delta_{i-1}-2\delta_i+\delta_{i+1}).
\end{equation}
For a sine wave the decay rate is $2\Gamma(1+R)(1-\cos qd)$. When $qd\ll1$ it becomes $\Gamma d^2(1+R)q^2$, so $D_{\rm inc}=\Gamma d^2$ and the ratio is again (\ref{eq:R}). In this picture, stress makes an exchange that flattens the wave more likely than its reverse.

\subsection*{4. Limits of the result}

\paragraph{Bending.} A free plate of thickness $h$ can also bend. If it is narrow enough to bend equally about both in-plane axes, it takes a strain $\kappa z$ in every in-plane direction, with $z$ measured from its middle. Its elastic energy per area is $Y\int(\kappa z-\eta\delta)^2dz$. Minimising over $\kappa$ gives
\begin{equation}
\kappa=\eta\frac{\int z\delta\,dz}{\int z^2dz},
\end{equation}
and lowers the energy by $Y\eta^2(\int z\delta\,dz)^2/(h^3/12)$. For $n$ sine periods, $q=2\pi n/h$, integration by parts yields
\begin{equation}
\left|\int_{-h/2}^{h/2}zA\sin qz\,dz\right|
=\frac{Ah}{q}=\frac{Ah^2}{2\pi n}.
\end{equation}
The flat-plate energy is $Y\eta^2A^2h/2$. The fraction removed is therefore
\begin{equation}
\frac{12}{h^3}\frac{A^2h^4}{4\pi^2n^2}\frac{2}{A^2h}
=\frac6{\pi^2n^2}.
\end{equation}
With a node of the wave at mid-thickness, as here, it is 61 percent for one period but 0.6 percent for ten. With a crest there, $\int z\delta\,dz$ vanishes by symmetry and bending removes nothing. These are fractions of the elastic energy, for a narrow plate, and not fractions of $R$: bending adds to $\mu$ a term linear in $z$, whose uniform flux changes the profile only through the faces of the plate. A wide plate cannot form a dome without stretching; it tends to roll about one axis instead, which removes less. The flat-film result suits a film held by a thick substrate or a free plate with many periods.

\paragraph{Mixing energy.} Add a regular-solution energy $Wc(1-c)$ per atom. For a long wave the curvature becomes $f''=4k_BT-2W$ at $c_0=0.5$. A trial value $W=0.030$ eV lowers it by $0.060/0.3447=17.4$ percent, as large a change as the elastic one and opposite in sign. Two comparisons must then be kept apart. Relative to the incoherent alloy with the same $W$, coherency raises the coefficient by
\begin{equation}
\frac{0.0587}{0.3447-0.0600}=20.6\ \text{percent}.
\end{equation}
Relative to an ideal incoherent alloy of equal mobility, the two contributions nearly cancel for this trial $W$.

The wavelength enters through the bonds. Along [001] in the diamond structure, an atom has two neighbours in the plane above and two in the plane below. With random mixing in each plane, the bond energy per in-plane site is
\begin{equation}
\frac W2\sum_i\left[c_i(1-c_{i+1})+c_{i+1}(1-c_i)\right],
\end{equation}
which reduces to $Wc(1-c)$ per atom at uniform composition. Its quadratic part is $-W\sum_i\delta_i\delta_{i+1}$, with average $-W(A^2/2)\cos qd$ per plane. A curvature $g$ would contribute $\tfrac12g(A^2/2)$, so $g=-2W\cos qd$. Replacing the cosine by one changes the total curvature by $2W(1-\cos qd)$, which is 0.07 percent of $4k_BT$ for the 72-plane wave. This gradient energy is negligible here.

\paragraph{Anisotropy.} In a cubic crystal $Y$ depends on the wave direction. Along [001], $\sigma_{zz}=0$ gives $\varepsilon_{zz}=-2C_{12}\varepsilon/C_{11}$. Inserting this in $\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}$ yields
\begin{equation}
Y_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{equation}
Along [111], threefold symmetry leaves an in-plane strain $\varepsilon$ and a normal strain $\varepsilon_n$. In the cube axes these give equal diagonal strains $\varepsilon+s$ and equal off-diagonal strains $s=(\varepsilon_n-\varepsilon)/3$. With $B=C_{11}+2C_{12}$,
\begin{equation}
w=\tfrac32B(\varepsilon+s)^2+6C_{44}s^2 .
\end{equation}
The minimum over $s$ lies at $s=-B\varepsilon/(B+4C_{44})$, and there $w=Y_{111}\varepsilon^2$ with
\begin{equation}
Y_{111}=\frac{6C_{44}B}{B+4C_{44}} .
\end{equation}

\paragraph{Silicon--germanium.} The chosen $\eta$ and $\Omega$ are close to those of silicon--germanium multilayers, while $Y=140$ GPa belongs nearer the germanium end than the middle. Trial constants $C_{11},C_{12},C_{44}=148,56,73$ GPa, chosen to lie roughly where those of a mid-composition alloy do, give $Y_{001}=162$ GPa and $Y_{111}=206$ GPa. With the other inputs fixed, $R$ becomes 20 and 25 percent. A real alloy also departs from ideal mixing; the trial $W$ above shows the kind of change this makes, not its size in silicon--germanium. Size misfit itself is one source, because bonds in a random alloy cannot all take their natural lengths: a Keating lattice with $\eta=0.04$ and similar moduli gives $W\approx0.015$ eV from misfit alone, a little under half of $Y\eta^2\Omega$. Ideal mixing with nonzero $\eta$ is thus an idealisation.

\paragraph{Mean stress and mobility.} The ratio (\ref{eq:R}) compares equal mobilities. A flat alloy film fully strained to a substrate of pure solvent has a mean strain of magnitude $\eta c_0=0.02$ and a biaxial stress of magnitude $0.02Y=2.8$ GPa. The corresponding pressure, one third of the trace of the stress, has magnitude $2(2.8)/3=1.87$ GPa. Suppose, as a trial, that the activation volume of diffusion has magnitude $\Omega$ and is isotropic, so that only the pressure matters. The mobility would then change by the factor
\begin{equation}
\exp\left[\frac{(1.87\ \mathrm{GPa})\Omega}{k_BT}\right]\approx17
\end{equation}
or its inverse, according to the signs of the stress and the activation volume. With constant $\eta$ and $Y$, a strained film and a relaxed one have the same thermodynamic factor if the layers are coherent in both. Their measured coefficients can still differ greatly, through the mobility.

Mean stress also alters the thermodynamic factor if $Y$ depends on composition. Let $Y$ vary linearly, with slope $Y'$. Differentiating $Y(c)(e-\eta\delta)^2$ twice at $\delta=0$ gives the curvature $2\eta^2Y-4Y'\eta e$. For a large solute on a substrate of pure solvent, $e=-0.02$. A trial slope $Y'=-40$ GPa, roughly the difference between germanium and silicon, then lowers the curvature from 0.448 to 0.320 GPa and $R$ from 17 to 12 percent. This is only one of several terms of the same order in $e$, and it is not an estimate for the real alloy. Letting the atomic volume vary as $e^{3\eta\delta}$ brings the curvature back to 0.371 GPa. A bowing $d^2\ln a/dc^2\approx0.008$, roughly that of silicon--germanium, adds $-2Ye\,d^2\ln a/dc^2$ and brings it to 0.417 GPa. Third-order elasticity at 2 percent strain is of similar size. For silicon--germanium on silicon these terms largely cancel, leaving a change of a few percent of $R$ with uncertain sign. The independence from the substrate found in section 1 was derived for linear elasticity with constant $\eta$, $Y$ and $\Omega$ and can fail otherwise.

\paragraph{Loss of coherence.} Dislocations between the layers would relieve the strain that produces $R$. Consider $A=0.05$, with peak strain $\eta A=0.002$, and a half-period $t=4.97$ nm. For a Burgers vector of length $b=a/\sqrt2=0.390$ nm, a generous estimate of the work gained per length of dislocation is
\begin{equation}
Y\eta A\,bt=3.4\ \mathrm{eV/nm}.
\end{equation}
It applies the peak stress throughout the half-period and lets the whole Burgers vector relieve misfit. For the cost, take the elastic energy of a screw dislocation, whose shear strain at radius $r$ is $b/(2\pi r)$:
\begin{equation}
\int_b^t\frac G2\left(\frac b{2\pi r}\right)^2 2\pi r\,dr
=\frac{Gb^2}{4\pi}\ln\frac tb=7.7\ \mathrm{eV/nm}.
\end{equation}
Here $\nu=0.27$ gives $E=0.73Y=102$ GPa and the shear modulus $G=E/[2(1+\nu)]=40$ GPa. The cost exceeds the gain, so this estimate favours coherence for the weak wave. The cut-off radii are rough, but both estimates lean toward dislocations, so the factor of two is a cautious margin. For a $60^\circ$ dislocation half of $b$ relieves misfit, the sine profile gives a factor $2/\pi$, and the cost gains a factor $(1-\nu/4)/(1-\nu)$: the gain is then 1.1 eV/nm and the cost 9.9 eV/nm.

The mean strain of 0.02 is ten times the peak strain of the wave. Over the same thickness the estimated gain is 34 eV/nm, above the estimated cost. The $60^\circ$ geometry halves it to 17 eV/nm, still above the cost. For the mean strain the relevant thickness is that of the whole film, and the gain grows linearly with it while the cost grows logarithmically. The equilibrium critical thickness is only 2 to 4 nm, so a film of many periods lowers its energy by forming dislocations at the substrate; whether they appear is a matter of kinetics. If they relax only the uniform strain $e$ and leave the layers coherent with one another, the curvature (\ref{eq:curv}) and hence $R$ survive, for constant $\eta$ and $Y$. If they separate the layers from one another, the enhancement is reduced or lost.

Numerical values quoted here were computed with a short program.
